The residual cross term omitted by the standard PAW expectation value

**1. One point in space**

Take one point inside an augmentation sphere, and let three real numbers describe an orbital there. The smooth function has the value x. Its expansion in smooth partial waves has the value y, and the same expansion with all-electron partial waves has the value z. The projector augmented-wave (PAW) method reconstructs the orbital by removing y and adding z, so its value is x + z − y. Its density is

(x + z − y)² = x² + 2x(z − y) + (z − y)².

The standard PAW density is x² + z² − y². To compare the two, write z² − y² = (z − y)(z + y) and subtract:

(x + z − y)² − (x² + z² − y²)
= (z − y)[2x + (z − y) − (z + y)]
= 2(z − y)(x − y).

The difference is a product of two factors. The first, z − y, is the correction that the reconstruction makes. It falls to zero at the surface of the sphere but need not be small deeper inside; for the hydrogen 1s wave of part 8, the radial function at the nucleus is 2 against 0.99 for its smooth partner. The second, x − y, is the part of the smooth function that the partial waves fail to represent. If the expansion is complete at this point, x = y and the two densities agree. If it is not, the difference is proportional to the failure x − y for a given correction z − y. The same algebra holds for a local Hermitian operator, as part 3 shows; part 4 states what changes for a nonlocal one.

**2. The map and its residual**

Consider one atom with an augmentation sphere Ω. Let φ_i be all-electron partial waves and φ̃_i their smooth partners, with φ_i = φ̃_i outside Ω. On the surface they match in value and slope. The projectors p̃_i vanish outside Ω and are dual to the smooth waves:

<p̃_i|φ̃_j> = δ_ij.

The PAW map with a finite number of partial waves is

T = 1 + Σ_i (|φ_i> − |φ̃_i>)<p̃_i|.

For a smooth function ψ̃, define

c_i = <p̃_i|ψ̃>
ψ1 = Σ_i c_i φ_i
ψ̃1 = Σ_i c_i φ̃_i
d = ψ1 − ψ̃1
η = ψ̃ − ψ̃1.

The correction d vanishes outside Ω. The residual η measures incompleteness, and only its part inside Ω will matter. Applying T gives

ψ = Tψ̃ = ψ̃ + d.

Duality restricts the residual:

<p̃_i|η> = <p̃_i|ψ̃> − Σ_j <p̃_i|φ̃_j> c_j = c_i − c_i = 0.

The residual is therefore invisible to the projectors, although it need not be zero.

**3. The exact expansion**

Let A be Hermitian and local, meaning that it is a multiplication by a real function or a differential operator such as the kinetic energy. For the kinetic energy, read each bracket in its gradient form,

<f|−½∇²|g> → ½∫ ∇f*·∇g.

Insert ψ = ψ̃ + d:

<ψ|A|ψ> = <ψ̃|A|ψ̃> + <d|A|ψ̃> + <ψ̃|A|d> + <d|A|d>.

Since A is Hermitian, the two middle terms are complex conjugates, and their sum is 2Re<d|A|ψ̃>. Now put ψ̃ = ψ̃1 + η into this cross term and leave the first term untouched:

<ψ|A|ψ> = <ψ̃|A|ψ̃> + <d|A|d> + 2Re<d|A|ψ̃1> + 2Re<d|A|η>.

The second and third terms combine. From ψ1 = ψ̃1 + d,

<ψ1|A|ψ1> = <ψ̃1|A|ψ̃1> + 2Re<d|A|ψ̃1> + <d|A|d>,

so that

<d|A|d> + 2Re<d|A|ψ̃1> = <ψ1|A|ψ1> − <ψ̃1|A|ψ̃1>.

The result is

<Tψ̃|A|Tψ̃> = <ψ̃|A|ψ̃> + <ψ1|A|ψ1> − <ψ̃1|A|ψ̃1> + 2Re<ψ1 − ψ̃1|A|ψ̃ − ψ̃1>.

The two one-centre terms may be restricted to Ω, because ψ1 and ψ̃1 coincide outside and their outside parts cancel in the difference. The standard PAW formula consists of the first three terms. The last term, which I call the omitted term, is the exact value minus the standard value.

The meaning is clearest inside the sphere, where ψ = ψ1 + η and ψ̃ = ψ̃1 + η. Take A to be a multiplication operator, the kinetic energy in gradient form, or a sum of these, so that its brackets remain Hermitian on Ω alone. With all brackets restricted to Ω,

exact: <ψ1|A|ψ1> + 2Re<ψ1|A|η> + <η|A|η>
standard: <ψ1|A|ψ1> + 2Re<ψ̃1|A|η> + <η|A|η>.

Both expressions contain the residual's own quadratic term. They differ in the partner of η in the cross term: the standard formula pairs the residual with the smooth expansion instead of the all-electron one.

**4. Surfaces, several atoms and nonlocal operators**

For the kinetic energy the omitted term can be written with the derivatives moved onto d. Green's identity gives

½∫_Ω ∇d*·∇η = ½∮ (∂d/∂n)* η − ½∫_Ω (∇²d)* η.

The surface integral vanishes because the slope of d vanishes on the boundary. Matching in value is needed as well, since otherwise ψ would jump there and have no finite kinetic energy. A differential operator of higher order, such as p⁴, leaves surface terms that contain higher derivatives of d, and matching in value and slope does not remove them. For a point nucleus, the cusp of d adds a further term at the origin. The form below, and the condition and bound of part 5 that rest on it, therefore refer to multiplication operators, the kinetic energy and sums of these. For such operators,

omitted term = 2Re ∫_Ω (Ad)* η.

With several atoms whose spheres do not overlap, ψ = ψ̃ + Σ_R d_R. At any point at most one d_R is nonzero, so no term couples two different corrections. The derivation applies in each sphere with its own residual η_R, and the omitted terms add.

A nonlocal operator behaves differently. It can connect d_R to d_R' on another atom, and it can connect d_R to the smooth function outside the sphere. The site-by-site formula then lacks further terms, which do not vanish merely because each η_R is zero inside its own sphere.

**5. What first order means**

Hold the coefficients c_i fixed and let the residual have the form η = λχ, with real λ and <p̃_i|χ> = 0. Then ψ1, ψ̃1 and d do not depend on λ, and

omitted term = 2λ Re<d|A|χ>.

This is linear in λ with no quadratic remainder. The coefficient can vanish. One sufficient condition follows from <p̃_i|η> = 0: if Ad inside Ω is a linear combination of the projectors, the omitted term is zero for every allowed residual. Without such a relation, the error is of first order whenever Re<d|A|χ> is nonzero. This real part can still vanish by an accidental orthogonality or through the phase of χ: if d, A and χ are real, replacing χ by iχ makes the omitted term zero.

The Cauchy–Schwarz inequality gives a bound on its size, with both norms taken over Ω:

|omitted term| ≤ 2 ‖Ad‖ ‖η‖.

Adding partial waves is a different operation from reducing λ. It changes T, and hence d and the reconstructed function ψ, together with the size and shape of η. The error need not then be proportional to ‖η‖. It does tend to zero if ‖η‖ tends to zero while ‖Ad‖ stays bounded.

**6. Loss of the variational bound**

For any finite set of partial waves, Tψ̃ is a definite trial function. If it is nonzero and has finite kinetic energy, its exact energy quotient cannot lie below the ground-state energy E0 of H. The standard formula does not inherit this property.

To see this, use one partial wave, the normalized ground state φ, with (H − E0)φ = 0. Choose

ψ̃ = φ̃ + λχ, with <p̃|χ> = 0.

Then c = 1, d = φ − φ̃ and Tψ̃ = φ + λχ. In the exact expectation value of H − E0, each term that contains φ vanishes:

<Tψ̃|H − E0|Tψ̃> = hλ², with h = <χ|H − E0|χ> ≥ 0.

The standard value is the exact value minus the omitted term:

standard <H − E0> = gλ + hλ², with g = −2Re<d|H − E0|χ>.

If g is nonzero, a small λ of sign opposite to g makes this negative. The standard norm is close to 1 for small λ, so the standard energy quotient then lies below E0. A minimization with this formula would be drawn towards such residuals. This concerns the three-term formula applied to H with the bare nuclear potential acting on ψ̃. Total-energy PAW calculations replace that potential in the smooth part by a smooth one, which is the situation treated in part 7.

**7. The added local potential**

The standard formula can be supplemented by a local potential B that is nonzero only inside Ω, through the difference

<ψ̃|B|ψ̃> − <ψ̃1|B|ψ̃1>.

For η = 0 this is zero. For an incomplete expansion, inserting ψ̃ = ψ̃1 + η gives

2Re<ψ̃1|B|η> + <η|B|η>.

Let H = −½∇² + v in atomic units, and choose B = ṽ − v, where ṽ is a smooth potential equal to v outside Ω. This removes the singular nuclear potential from the smooth part of the calculation. It also changes the first-order error. For the operator H − E,

exact − corrected
= 2Re<(H − E)d − Bψ̃1|η> − <η|B|η>.

Since d = ψ1 − ψ̃1 and H + B = −½∇² + ṽ,

(H − E)d − Bψ̃1 = (H − E)ψ1 − (−½∇² + ṽ − E)ψ̃1.

Let the partial waves satisfy (H − ε_i)φ_i = 0 inside Ω, and build the projectors as linear combinations of

q_i = (−½∇² + ṽ − ε_i)φ̃_i.

Then the two parts become

(H − E)ψ1 = Σ_i c_i(ε_i − E)φ_i
(−½∇² + ṽ − E)ψ̃1 = Σ_i c_i[q_i + (ε_i − E)φ̃_i].

If the q_i are linearly independent, each is in turn a combination of the projectors, so <q_i|η> = 0. What remains is

exact − corrected = 2Re Σ_i c_i*(ε_i − E)<φ_i − φ̃_i|η> − <η|B|η>.

For one partial wave at E = ε_1 the linear error cancels and a quadratic one remains. At other energies a linear error generally survives, weighted by the distance ε_i − E. The cancellation concerns H − E with these projectors. It does not remove the linear error of the norm, or of an arbitrary operator.

**8. Hydrogen with one, two and three partial waves**

The example is the nonrelativistic hydrogen atom with a fixed point nucleus, restricted to s waves. Lengths are in bohr and energies in hartree. With u = rR, the normalization is ∫u² dr = 1 and the Hamiltonian is −½ d²/dr² − 1/r.

The all-electron partial waves are the 1s, 2s and 3s functions, with energies −0.5, −0.125 and −0.055556 hartree. The sphere radius is r_c = 1.5 bohr. Inside it, each smooth partner is

ũ = a r + b r³ + c r⁵,

matched to u in value, slope and second derivative. For the 1s wave, R = 2e^(−r) satisfies R′ = −R and R″ = R. The smooth R̃ = a + br² + cr⁴ has R̃′/r = 2b + 4cr² and R̃″ = 2b + 12cr². Subtracting these, and then working back, gives at r_c

8c r_c² = R(1 + 1/r_c)
2b = −R/r_c − 4c r_c²
a = R − b r_c² − c r_c⁴,

or a = 0.99014, b = −0.33470 and c = 0.04132 in atomic units.

The smooth potential inside the sphere is

ṽ = −3/(2r_c) + r²/(2r_c³),

which joins −1/r in value and slope. The projectors are the dual combinations of the q_i from part 7. All integrals are evaluated by Gauss–Legendre quadrature, with 60 points inside the sphere and 200 points from there to 30 bohr.

First let ψ̃ be a normalized Gaussian, u proportional to r exp(−0.4r²). It is a trial function, not a solution of the PAW equations. With one partial wave, ‖η‖ = 0.0218 inside the sphere, and the norms are

exact: 1.17227
standard: 1.16924
omitted: 1.17227 − 1.16924 = 0.00303.

The exact norm is not 1 because T changes the norm of a function. For the unnormalized expectation value of H,

exact: −0.53140 hartree
standard: −0.54167 hartree
omitted: −0.53140 + 0.54167 = 0.01027 hartree.

The omitted energy consists of 0.01899 hartree of kinetic and −0.00872 hartree of potential energy, which partly cancel. Dividing by the respective norms gives energies of −0.4533 hartree (exact) and −0.4633 hartree (standard). The standard energy is too low by 0.0100 hartree relative to the exact energy of the same reconstructed function.

With more partial waves the residual and the omitted part of <H> are:

1 wave: ‖η‖ = 0.02180, omitted 0.01027 hartree
2 waves: ‖η‖ = 0.00410, omitted 0.00150 hartree
3 waves: ‖η‖ = 0.00266, omitted 0.00041 hartree

The table cannot be continued with this construction. Every smooth partner lies in the span of r, r³ and r⁵ inside the sphere, so a fourth would depend linearly on the first three and have no dual projector. The three waves are already nearly dependent there, and the coefficients c_i of the Gaussian are 3.4, −47.8 and 77.0.

From two waves to three, the residual falls by a factor of 1.5 but the error falls by 3.7. This does not contradict the linear law, which holds at fixed d and for a fixed shape of η. The bound 2‖Hd‖‖η‖ shows what changed. It is 0.00488 hartree for two waves and 0.00329 hartree for three, so the error uses 31% of the bound in the first case and 12% in the second. The extra reduction comes from a smaller overlap between Hd and η, relative to the product of their norms.

The exact value changes too. The norm of Tψ̃ is 1.17227, 1.18577 and 1.20427 for one, two and three waves, because each T reconstructs a different function from the same Gaussian. The omitted term measures the error of the formula for a given T. It does not measure how close the reconstructed function is to an eigenstate.

**9. A residual added to the ground state**

Now keep the 1s partial wave alone and use the smooth function φ̃ + λχ of part 6. To construct χ, take a normalized Gaussian with u proportional to r exp(−r²), subtract φ̃ times its projection <p̃|Gaussian>, and normalize the remainder over all space. This gives <p̃|χ> = 0.

Per unit λ, the omitted term is 0.16913 hartree for H and 0.04902 for the norm. For H − E0, with E0 = −0.5 hartree, it is

0.16913 + 0.5 × 0.04902 = 0.19364 hartree.

Hence g = −0.19364 hartree. The quadratic coefficient is h = 0.70022 hartree. At λ = 0.02,

exact <H − E0> = 0.70022 × 0.0004 = 0.000280 hartree
standard <H − E0> = −0.19364 × 0.02 + 0.000280 = −0.003593 hartree.

To obtain energies, divide by the norms. The exact norm is 0.9749. The standard norm is smaller by 0.04902 × 0.02 = 0.0010, which gives 0.9739. The energies relative to E0 are then

exact: +0.000287 hartree
standard: −0.003689 hartree, or −100 meV.

The exact energy lies above the ground state, as it must. The standard formula, with the bare −1/r acting on the smooth function, puts the energy of the same reconstructed function 100 meV below the true ground-state energy. This figure belongs to the chosen residual and to the formula without B; it is not an estimate of the error of practical PAW energies. At λ = −0.02 the linear term changes sign, and the standard energy lies 0.004044 hartree above E0, while the exact one lies 0.000273 hartree above it.

Finally, add B = ṽ − v. For one wave at E = E0, part 7 gives

corrected <H − E0> = (h + <χ|B|χ>)λ².

With <χ|B|χ> = 0.08794 hartree, at λ = 0.02 this is

(0.70022 + 0.08794) × 0.0004 = 0.000315 hartree.

Division by the standard norm 0.9739 gives an energy 0.000324 hartree above E0. The remaining error relative to the exact quotient is 0.000036 hartree, about one hundredth of the error without B, which is 0.003689 + 0.000287 = 0.003976 hartree. This ratio is not a fixed gain. To leading order, the error with B is quadratic in λ and the error without B is linear, so the ratio is |<χ|B|χ>λ/g| = 0.45|λ|, which is 0.009 at λ = 0.02.

The corrected value stays above E0 here for a reason that can be read off. Inside the sphere B = 1/r − 3/(2r_c) + r²/(2r_c³). Its derivative −1/r² + r/r_c³ is negative for r < r_c, and B is zero at r_c, so B is positive inside. Both quadratic coefficients are therefore non-negative. This argument covers one partial wave at its own energy, with a positive standard norm. It does not establish a variational bound for PAW calculations in general.

**10. Judging a truncated expansion**

A small η inside the sphere keeps the omitted term small as long as ‖Ad‖ stays bounded. The size of η alone does not fix the error, however, because the shape of η and the operator also matter. A residual that is harmless for the norm may matter for the kinetic energy, because Ad differs between the two. When ψ̃ is available on a fine enough grid inside the sphere, the omitted term can be evaluated directly from d and η. It then gives the exact value minus the standard value for that operator, that function and that T. It does not include the change of the reconstructed function itself when partial waves are added. If a potential B has been added, its contribution from part 7 must be subtracted.
